The (ss,ss) Gaussian Repulsion Integral and the Boys Function F0

Four s-type Gaussian functions centred at four arbitrary points have a Coulomb repulsion integral that can be written in closed form. Let

g_a(r) = exp(−a|r − A|²)

be an unnormalized Gaussian with exponent a > 0 and centre A, and let g_b, g_c and g_d be defined in the same way with exponents b, c, d and centres B, C, D. The repulsion integral is

(ab|cd) = ∫∫ g_a(r₁) g_b(r₁) (1/r₁₂) g_c(r₂) g_d(r₂) d³r₁ d³r₂,  r₁₂ = |r₁ − r₂|,

and its value is

(ab|cd) = 2π^(5/2) K_AB K_CD F0(ρR²) / [pq √(p+q)].  (1)

The symbols are

p = a + b,  q = c + d,  ρ = pq/(p + q),

P = (aA + bB)/p,  Q = (cC + dD)/q,  R = |Q − P|,

K_AB = exp(−(ab/p)|A − B|²),  K_CD = exp(−(cd/q)|C − D|²),

and F0 is the Boys function of order zero,

F0(x) = ∫₀¹ exp(−xt²) dt,  (2)

which for x > 0 is

F0(x) = √(π/(4x)) erf(√x).  (3)

At x = 0 the integral (2) gives F0(0) = 1.

In Gaussian units two electrons repel each other with energy e²/r₁₂, so the energy belonging to (1) is e²(ab|cd), multiplied by the normalization constants of the four functions if normalized functions are wanted. The integral itself contains neither ħ nor m. These enter when lengths are measured in the Bohr radius a0 = ħ²/(me²), for then energies come out in units of e²/a0 = me⁴/ħ², the hartree.

The derivation uses one algebraic fact four times: the product of two Gaussians on different centres is a single Gaussian on a third centre. To prove it, add the two exponents and expand the squares:

a|r − A|² + b|r − B|² = p r² − 2r·(aA + bB) + aA² + bB².

Since aA + bB = pP, the first two terms on the right are p|r − P|² − pP². The part that does not depend on r is therefore

aA² + bB² − pP² = [(a + b)(aA² + bB²) − |aA + bB|²]/p.

In the bracket, a²A² and b²B² cancel. What is left is abA² + abB² − 2ab A·B = ab|A − B|². Hence

g_a(r) g_b(r) = K_AB exp(−p|r − P|²).  (4)

The new exponent is the sum of the old ones, the new centre is their weighted mean, and the constant K_AB records how far apart the two original centres were. The same identity gives g_c g_d = K_CD exp(−q|r − Q|²). The four-centre integral has become a two-centre one:

(ab|cd) = K_AB K_CD ∫∫ exp(−p|r₁ − P|²) (1/r₁₂) exp(−q|r₂ − Q|²) d³r₁ d³r₂.  (5)

The integral of a single Gaussian is also needed. In one dimension, squaring the integral and going to polar coordinates gives

[∫ exp(−λx²) dx]² = 2π ∫₀^∞ exp(−λr²) r dr = π/λ,

where the integral on the left runs over the whole line. The three-dimensional integral is the product of three such factors:

∫ exp(−λ|r − r₀|²) d³r = (π/λ)^(3/2).  (6)

The Coulomb factor in (5) depends on the relative position alone. Replace r₂ by u = r₂ − r₁ at fixed r₁; this is a shift, so d³r₂ = d³u, and r₁₂ = u, the length of u. All integrands here are positive, so the integrations may be done in any order, and the one over r₁ can come first. The second Gaussian in (5) is now

exp(−q|r₁ + u − Q|²) = exp(−q|r₁ − (Q − u)|²).

As a function of r₁ it is centred at Q − u. The product rule (4), applied to exponents p and q with centres P and Q − u, produces a Gaussian in r₁ of exponent p + q and the constant

exp(−[pq/(p + q)] |P − Q + u|²) = exp(−ρ|u − T|²),  T = Q − P.

Integration over r₁ by (6) then gives

∫ exp(−p|r₁ − P|²) exp(−q|r₁ + u − Q|²) d³r₁ = [π/(p + q)]^(3/2) exp(−ρ|u − T|²).  (7)

This is, up to a constant, the distribution of the separation of the two electrons. It is centred at the vector T between the two cloud centres, whose length is R. Its exponent satisfies 1/ρ = 1/p + 1/q, so that the squared widths of the two clouds add. Six dimensions have been reduced to three:

(ab|cd) = K_AB K_CD [π/(p + q)]^(3/2) J,  J = ∫ (1/u) exp(−ρ|u − T|²) d³u.  (8)

The singularity at u = 0 is harmless, because the volume element contains u² du.

The factor 1/u is not a Gaussian, but it is a superposition of Gaussians. Half of the one-dimensional integral, with λ = u², is

∫₀^∞ exp(−s²u²) ds = √π/(2u),

and therefore

1/u = (2/√π) ∫₀^∞ exp(−s²u²) ds.  (9)

Insert this in J and integrate over u first. For given s the integrand is a product of two Gaussians in u, one with exponent ρ centred at T, the other with exponent s² centred at the origin. The distance between these centres is R. By (4) and (6),

∫ exp(−ρ|u − T|²) exp(−s²u²) d³u = [π/(ρ + s²)]^(3/2) exp(−ρs²R²/(ρ + s²)),

so that

J = (2/√π) ∫₀^∞ [π/(ρ + s²)]^(3/2) exp(−ρR² s²/(ρ + s²)) ds.  (10)

The fraction s²/(ρ + s²) in the exponent rises from 0 to 1 as s runs from 0 to infinity. This suggests calling it t²:

t = s/(ρ + s²)^(1/2).

Its derivative is

dt/ds = (ρ + s²)^(−1/2) − s²(ρ + s²)^(−3/2) = ρ(ρ + s²)^(−3/2),

because the two terms over the common denominator have the numerator ρ + s² − s². Thus ds/(ρ + s²)^(3/2) = dt/ρ, which removes the awkward power in (10) completely:

J = (2/√π) π^(3/2) (1/ρ) ∫₀¹ exp(−ρR²t²) dt = (2π/ρ) F0(ρR²).  (11)

It remains to collect the factors in (8). With 1/ρ = (p + q)/(pq),

[π/(p + q)]^(3/2) · 2π(p + q)/(pq) = 2π^(5/2) / [pq √(p+q)],

and this is the prefactor in (1).

The closed form (3) follows from the definition of the error function,

erf(z) = (2/√π) ∫₀^z exp(−w²) dw.

For x > 0 put w = √x t in (2). Then dt = dw/√x and the upper limit becomes √x:

F0(x) = (1/√x) ∫₀^√x exp(−w²) dw = (1/√x)(√π/2) erf(√x) = √(π/(4x)) erf(√x).

At x = 0 the factor 1/√x diverges while erf(√x) vanishes, so this expression cannot be evaluated as it stands, while (2) has no difficulty there. Expanding the exponential in (2) and integrating term by term, which is allowed because the series converges uniformly for 0 ≤ t ≤ 1, gives

F0(x) = Σ_k (−x)^k / [k!(2k + 1)] = 1 − x/3 + x²/10 − …,  (12)

where k starts from zero. The closed form therefore tends to 1 as x → 0, and a program needs a separate branch at x = 0.

For large x the error function approaches 1. With erfc(z) = 1 − erf(z), equation (3) reads

F0(x) = √(π/(4x)) [1 − erfc(√x)],  (13)

so erfc(√x) is the error of the simple form √(π/(4x)), relative to that form. It is small once x is well above 1, since for z > 0

erfc(z) = (2/√π) ∫_z^∞ exp(−w²) dw < (2/√π) ∫_z^∞ (w/z) exp(−w²) dw = exp(−z²)/(z√π).

The numbers show where each approximation is useful. At x = 0.1 the two terms 1 − x/3 give 0.96667, against F0 = 0.96764. At x = 1 they give 0.667 against 0.747, and at x = 4 they are negative, although F0 is positive for every x. The large-x form gives 0.886 at x = 1, too high by erfc(1) = 15.7 percent of its own value, which is 18.7 percent of F0. At x = 4 this error is 0.47 percent, and at x = 10 it is 7.7·10⁻⁶.

The physical content of (1) is clearest when it is written in terms of the overlap integrals of the two pairs. From (4) and (6),

S_AB = ∫ g_a g_b d³r = (π/p)^(3/2) K_AB,  S_CD = (π/q)^(3/2) K_CD.

For R > 0, put (3) into (1) with √x = √ρ R and 1/√ρ = √(p+q)/√(pq). The factors √(p+q) cancel:

(ab|cd) = {2π^(5/2) K_AB K_CD / [pq √(p+q)]} · {√π √(p+q) / [2R √(pq)]} · erf(√ρ R)

= π³ K_AB K_CD erf(√ρ R) / [(pq)^(3/2) R]

= (S_AB S_CD / R) erf(√ρ R).  (14)

The first factor is the repulsion of two point charges of size S_AB and S_CD at P and Q. By Gauss's law, two spherical clouds that do not overlap repel each other as if each were concentrated at its centre. Inside a spherical cloud the potential is weaker than that of the same charge at the centre. Gaussian clouds always interpenetrate to some degree, and the factor erf(√ρ R) < 1 is the resulting reduction. The relative reduction, erfc(√ρ R), depends on the distance measured in units of the combined width 1/√ρ.

Equation (14) also separates two very different dependences on distance. If the centres A and B of one pair are drawn apart while P stays where it is, only K_AB changes, and the integral is suppressed by this Gaussian factor. If P moves as well, R changes too, and for small separations the integral can even rise when P approaches Q. If instead the two pairs are moved away from each other as rigid units, K_AB and K_CD stay fixed and the integral falls off as slowly as 1/R. Because F0 ≤ 1, the quantity 2π^(5/2) K_AB K_CD/[pq √(p+q)] is an upper bound to the integral, and it can be used to discard negligible integrals before F0 is evaluated.

If one cloud is made very narrow, q → ∞ at fixed Q, then ρ = p/(1 + p/q) → p. The charge S_CD = (π/q)^(3/2) K_CD of the unnormalized cloud goes to zero in this limit, so the integral is taken per unit of that charge: by (14), (ab|cd)/S_CD → S_AB erf(√p R)/R. This is the interaction of a Gaussian cloud with a point charge, the form needed for the attraction to a point nucleus once the sign and the nuclear charge are supplied.

In the opposite limit the two clouds have the same centre. Then R = 0, and (1) must be used with F0 = 1, since (14) has the form 0/0. Take four identical functions of exponent α on one centre. The normalization constant N of such a function follows from N²(π/(2α))^(3/2) = 1, that is N = (2α/π)^(3/4). With p = q = 2α and K_AB = K_CD = 1 the repulsion energy is

e² N⁴ · 2π^(5/2) / [4α² √(4α)] = e² (8α³/π³) · π^(5/2)/(4α^(5/2)) = 2e² √(α/π).  (15)

This is the Coulomb repulsion of two electrons that both occupy the same normalized Gaussian orbital, in a product state without correlation. It grows as √α, the inverse of the orbital's width, as a Coulomb energy should. For α = 1 a0⁻² it is 1.12838 hartree.

A general case can be followed by hand. The parameters are round numbers and describe no particular molecule:

a = 0.9, b = 0.6, c = 0.7, d = 0.3 (in a0⁻²),

A = (0, 0, 0), B = (1, 0, 0.5), C = (0, 2, 0), D = (0.5, 1, 1.5) (in a0).

The combined exponents are p = 1.5 a0⁻² and q = 1.0 a0⁻², so ρ = 1.5·1.0/2.5 = 0.6 a0⁻². The weighted centres are

P = (0.6/1.5) B = (0.40, 0, 0.20) a0,

Q = 0.7 C + 0.3 D = (0.15, 1.70, 0.45) a0,

and their difference Q − P = (−0.25, 1.70, 0.25) a0 gives

R² = 0.0625 + 2.8900 + 0.0625 = 3.0150 a0²,  R = 1.73638 a0.

The squared distances within the pairs are |A − B|² = 1.25 a0² and |C − D|² = 3.5 a0². Hence

K_AB = exp(−(0.54/1.5)·1.25) = exp(−0.45) = 0.637628,

K_CD = exp(−(0.21/1.0)·3.5) = exp(−0.735) = 0.479505.

The argument of the Boys function is x = 0.6·3.0150 = 1.8090, with √x = 1.344991 and erf(√x) = 0.942842. Equation (3) gives

F0(x) = √π · 0.942842/(2·1.344991) = 0.621248.

The prefactor 2π^(5/2)/[pq √(p+q)] is 14.75175 a0⁵, and so

(ab|cd) = 14.75175 · 0.637628 · 0.479505 · 0.621248 a0⁵ = 2.80201 a0⁵.

The dimension is that of a length to the fifth power: two volume elements give six powers and 1/r₁₂ removes one.

For normalized functions this is multiplied by N_a N_b N_c N_d, where N_a = (2a/π)^(3/4) and so on. The four constants are 0.658555, 0.485874, 0.545423 and 0.288902, each in a0^(−3/2), and their product is 0.0504197 a0⁻⁶. The repulsion is then

0.0504197 · 2.80201 e²/a0 = 0.141276 hartree = 3.8443 eV.

With four different functions this number is a matrix element of the repulsion, and not by itself the energy of two electrons in definite orbitals. It has that meaning when g_a = g_b and g_c = g_d, again for a simple product state.

The point-charge form provides a comparison. The overlaps of the unnormalized functions are S_AB = 1.93266 a0³ and S_CD = 2.67004 a0³, so the estimate is

0.0504197 · 1.93266 · 2.67004/1.73638 e²/a0 = 0.149841 hartree.

Multiplied by erf(√x) = 0.942842 this returns 0.141276 hartree. At this distance the interpenetration of the clouds lowers the repulsion by 5.7 percent of the point-charge value.

The numerical check evaluates the six-dimensional integral directly from the four original Gaussians, using neither the product rule nor the Boys function. It agrees with (1) to within one part in 10⁹ for this geometry, for a second general one and for the concentric case.

The result rests on three properties of the problem: the exponents are positive, the functions are pure s-type Gaussians, and the interaction is 1/r₁₂. A function that is a fixed sum of s Gaussians presents no new difficulty, because the integral is linear in each of its four functions and becomes a sum of terms of the form (1). Functions of higher angular momentum are not covered by (1) itself, but they can be reached from it. Since

∂g_a/∂A_x = 2a(x − A_x) g_a,

where x here is the coordinate of the electron, differentiating (1) with respect to a centre turns an s function into a p function. The derivative also acts on F0 and brings down a factor −t² under the integral (2), so an integral with one p function in general requires ∫₀¹ t² exp(−xt²) dt in addition to F0. For the derivative with respect to A_x, the F0 term is proportional to A_x − B_x and the new term to Q_x − P_x, so either can vanish in a special geometry. Each further derivative can bring down another factor −t², so an integral with n p functions involves ∫₀¹ t^(2k) exp(−xt²) dt for k up to n. If the interaction is some other function of r₁₂ alone, and the integral converges absolutely, the steps up to (8) remain valid with that function in place of 1/u, but (9) must be replaced, and in general F0 gives way to another function. One case keeps it. The interaction erf(ωr₁₂)/r₁₂ is (9) with the upper limit ω in place of infinity, so t runs only up to √σ, where σ = ω²/(ρ + ω²), and F0(ρR²) in (1) becomes √σ F0(σρR²).

Computed results

```
exponent a = 0.9 a0^-2, centre A = (0.00, 0.00, 0.00) a0
exponent b = 0.6 a0^-2, centre B = (1.00, 0.00, 0.50) a0
exponent c = 0.7 a0^-2, centre C = (0.00, 2.00, 0.00) a0
exponent d = 0.3 a0^-2, centre D = (0.50, 1.00, 1.50) a0
p = 1.50 a0^-2, q = 1.00 a0^-2, rho = 0.60 a0^-2
P = (0.40, 0.00, 0.20) a0, Q = (0.15, 1.70, 0.45) a0
Q-P = (-0.25, 1.70, 0.25) a0
|A-B|^2 = 1.250 a0^2, |C-D|^2 = 3.500 a0^2
R^2 = 3.0150 a0^2, R = 1.736376 a0
K_AB = 0.637628, K_CD = 0.479505 (no unit)
x = rho R^2 = 1.8090, sqrt(x) = 1.344991 (no unit)
erf(sqrt x) = 0.942842 (no unit)
F0(x), closed form = 0.62124769 (no unit)
F0(x), integral over t = 0.62124769 (no unit)
2 pi^(5/2)/(pq sqrt(p+q)) = 14.751746 a0^5
(ab|cd) unnormalized, formula = 2.80200715 a0^5
(ab|cd) unnormalized, 6D quadrature = 2.80200715 a0^5
second geometry, formula = 0.67816372 a0^5
second geometry, 6D quadrature = 0.67816372 a0^5
norms N_a, N_b, N_c, N_d = 0.658555, 0.485874, 0.545423, 0.288902 a0^(-3/2)
product of the four norms = 0.05041969 a0^-6
normalized repulsion, formula = 0.14127633 hartree
normalized repulsion, PySCF = 0.14127633 hartree
e^2/a0 = 27.211386 eV
normalized repulsion = 3.84432 eV
S_AB = 1.932660 a0^3, S_CD = 2.670044 a0^3 (unnormalized)
point-charge estimate, normalized = 0.14984086 hartree
true/point-charge ratio from quadrature = 0.942842 (no unit)
relative reduction erfc(sqrt x) = 5.716 percent
concentric, alpha = 1.0 a0^-2, formula = 1.12837917 hartree
concentric, 6D quadrature = 1.12837917 hartree
Table (no units): x, F0, 1-x/3, sqrt(pi/(4x)), erfc(sqrt x)
  0.01  0.99667664  0.996667  8.86226925  8.875e-01
  0.10  0.96764331  0.966667  2.80249561  6.547e-01
  1.00  0.74682413  0.666667  0.88622693  1.573e-01
  4.00  0.44104070  -0.333333  0.44311346  4.678e-03
 10.00  0.28024739  -2.333333  0.28024956  7.744e-06
 30.00  0.16180216  -9.000000  0.16180216  9.486e-15
F0(0) from the integral = 1.00000000 (no unit)
```
